# Ion diffusion over random barriers: a hopping-chain exercise

## The problem

An ion hops along a straight chain of sites with spacing $a$. All sites have the same energy. The barrier $E_i$ between sites $i$ and $i+1$ is the same in both directions, so the hopping rate over it is

$$\Gamma_i=\nu\,e^{-E_i/kT}$$

either way. The attempt frequency $\nu$ is common to all bonds and independent of temperature. The barriers are independent Gaussian variables with mean $\bar E$ and standard deviation $\sigma$. Ions are so dilute that they never block one another. The diffusivity $D$ is defined by $\langle x^2\rangle=2Dt$ at long times.

The numbers are rough values for charged oxygen vacancies in a gate oxide of Zr: $\bar E=0.7$ eV, $a=0.28$ nm, $\nu=10^{13}$ Hz, vacancy charge $2e$. The spread $\sigma=0.1$ eV is a chosen parameter, and $T=300$ K.

1. Find $D$ for a long chain with given rates $\Gamma_i$.
2. By what factor $R$ is $D$ smaller than on a chain where every barrier equals $\bar E$?
3. Which barriers are responsible, and how long must a chain be for the answer to apply?
4. What does the result say about an oxide film 18 hops thick?

## Hints

**Hint 1.** Hold the two ends of the chain at different occupations and wait for a steady state. What is then the same on every bond?

**Hint 2.** Divide the bond current by $\Gamma_i$ before summing over bonds.

**Hint 3.** The average needed is that of $1/\Gamma$, not of $\Gamma$. Write $E=\bar E+\sigma z$ and complete the square.

**Hint 4.** For question 3, look at where the integrand of that average has its maximum, then compute the variance of the sum over $N$ bonds.

## Full solution

### 1. Diffusivity of a given chain

Let $p_i$ be the mean occupation of site $i$. The net current from site $i$ to site $i+1$ is

$$J_i=\Gamma_i\,(p_i-p_{i+1}).$$

In a steady state no site gains or loses ions, so every $J_i$ has the same value $J$. Dividing by $\Gamma_i$ and summing over $N$ bonds makes the intermediate occupations cancel in pairs:

$$p_0-p_N=J\sum_{i=0}^{N-1}\frac1{\Gamma_i}.$$

The bonds act as resistors in series, each with resistance $1/\Gamma_i$.

The concentration per unit length is $c=p/a$, and the length is $Na$. Fick's law therefore reads

$$J=D\,\frac{(p_0-p_N)/a}{Na}=\frac{D\,(p_0-p_N)}{Na^2}.$$

Equating the two expressions for $J/(p_0-p_N)$ gives

$$D=\frac{a^2}{\langle 1/\Gamma\rangle},\qquad \Big\langle\frac1\Gamma\Big\rangle=\frac1N\sum_i\frac1{\Gamma_i}.$$

This is also the $D$ of the definition. At late times the concentration varies so slowly that the current is nearly constant across a block of many bonds, and each block obeys the steady-state relation. Together with conservation of ions this gives $\partial_t c=D\,\partial_x^2c$. Multiplying by $x^2$ and integrating by parts twice gives $d\langle x^2\rangle/dt=2D$ for one ion.

For equal rates the formula reduces to $D=a^2\Gamma$. This is right: the ion makes $2\Gamma$ hops per unit time, each adding $a^2$ to $\langle x^2\rangle$.

The formula was tested on a periodic cell of 12 barriers placed at evenly spaced quantiles of the Gaussian, in shuffled order. The slowest decay rate of a long-wavelength density modulation gives $D/(a^2\Gamma_{\bar E})=0.01284$, where $\Gamma_{\bar E}=\nu e^{-\bar E/kT}$. The series formula gives the same number.

### 2. The Gaussian average

Put $E=\bar E+\sigma z$ with $z$ a standard normal variable, and $s=\sigma/kT$. Then

$$\Big\langle\frac1\Gamma\Big\rangle=\frac{e^{\bar E/kT}}{\nu}\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{-z^2/2+sz}.$$

Since $-z^2/2+sz=-(z-s)^2/2+s^2/2$, the remaining integral is that of a normalized Gaussian centred at $z=s$, and

$$\Big\langle\frac1\Gamma\Big\rangle=\frac{e^{\bar E/kT}}{\nu}\,e^{s^2/2}.$$

Hence

$$D=\frac{a^2\nu\,e^{-\bar E/kT}}{R},\qquad R=\exp\!\left[\frac{\sigma^2}{2(kT)^2}\right].$$

At 300 K, $kT=0.025852$ eV, so $s=0.1/0.025852=3.868$ and $s^2/2=7.481$. This gives

$$R=e^{7.481}\approx1.8\times10^3 .$$

In absolute terms, the rate over the mean barrier is $17.4\ \mathrm{s^{-1}}$, and $a^2=(2.8\times10^{-8}\ \mathrm{cm})^2=7.84\times10^{-16}\ \mathrm{cm^2}$. The uniform chain has $D=1.4\times10^{-14}\ \mathrm{cm^2/s}$ and the disordered one $7.7\times10^{-18}\ \mathrm{cm^2/s}$.

The mean barrier has dropped out of $R$, but the spread enters as a square in an exponent. With $\sigma=0.09$ eV the factor is 428, and with $0.11$ eV it is 8540. Heating weakens the effect: at 400 K, with $\sigma=0.1$ eV, $R=67$. For $\sigma\ll kT$ the expansion $R\approx1+\sigma^2/2(kT)^2$ shows that the disorder hardly matters.

**The opposite limit, early times.** Let the ion start on any site with equal probability. From site $i$ it first spreads at the rate $d\langle x^2\rangle/dt=a^2(\Gamma_{i-1}+\Gamma_i)$, whose average is $2a^2\langle\Gamma\rangle$. The initial diffusivity is therefore $a^2\langle\Gamma\rangle$. The same integral with $s\to-s$ gives

$$\langle\Gamma\rangle=\nu e^{-\bar E/kT}\,e^{+s^2/2},$$

so the initial diffusivity is larger than that of the uniform chain by the factor $R$. Fast hops over low barriers dominate at first, but they lead back and forth. The reduction appears once the ion has to cross the high barriers.

### 3. The barriers that matter

The integrand in step 2 peaks at $z=s$, that is, at the energy

$$E^*=\bar E+\frac{\sigma^2}{kT}=0.7+\frac{0.01}{0.025852}=1.087\ \text{eV}.$$

This is also the local activation energy. With $\beta=1/kT$, $\ln D=\text{const}-\beta\bar E-\beta^2\sigma^2/2$, so $-d\ln D/d\beta=\bar E+\beta\sigma^2=E^*$. An Arrhenius plot of $D$ is curved, and its slope at 300 K exceeds the mean barrier by 0.39 eV.

Barriers above $E^*$ are rare: their fraction is $5.5\times10^{-5}$, one in about 18,000, or one per 5 µm of chain. A short chain will usually contain none.

To find the length required, define the reduction factor of one particular chain of $N$ bonds,

$$R_N=\frac1N\sum_{i=1}^N e^{sz_i}.$$

Its mean is $e^{s^2/2}=R$ for any $N$. One term has second moment $\langle e^{2sz}\rangle=e^{(2s)^2/2}=e^{2s^2}$, hence variance $e^{2s^2}-e^{s^2}$. For independent bonds the variance of the average is smaller by $N$, so

$$\frac{\mathrm{Var}(R_N)}{R^2}=\frac{e^{2s^2}-e^{s^2}}{N\,e^{s^2}}=\frac{e^{s^2}-1}{N}.$$

A relative standard deviation of 10% requires $N=100\,(e^{s^2}-1)=3.15\times10^8$ hops, a chain 8.8 cm long. This is a cautious estimate. The average $\langle e^{2sz}\rangle$ that sets the variance peaks at $z=2s$, that is, at barriers near 1.47 eV, which are so rare that almost no chain of this length contains one. Most chains therefore come within 10% of $R$ at a shorter length.

The result also leans on the far tail of the Gaussian. If the distribution is cut off at $\pm3\sigma$, the reduction falls to 343. About four fifths of the resistance of the ideal chain thus sits in barriers above 1.0 eV. The low-energy tail is harmless for the long-time $D$: a fraction of only $6\times10^{-9}$ of the barriers lies below $5kT$, where the picture of separate thermally activated hops becomes doubtful. These barriers do carry about 3% of the early-time average $\langle\Gamma\rangle$.

### 4. A film 18 hops thick

The film is $18\times0.28=5.04$ nm thick. Sampling 200,000 independent chains of 18 barriers gives a median reduction of 84. The central 80% of the chains lie between 11 and about 1100, and 6.9% exceed $R$. These few very resistive chains keep the mean at $R$ while the typical value is far lower. The median rises with length, to about 670 for 1000 hops and 1400 for 100,000 hops (201 chains each).

If many such chains cross the film side by side, with fixed occupations at the two faces and no field, their steady currents add. The relevant average is then that of $1/R_N$, which favours the easy chains, and the reduction for the whole area is only 27.

**Comparison with a real gate oxide.** The barrier, spacing and frequency above are rough values for a mobile charged vacancy, and the Gaussian spread is a model assumption. A real film also breaks the assumption of one dimension. In an oxide a vacancy has several neighbouring sites to choose from and need not cross any particular high barrier. The size of this effect was computed for a simple cubic network with the same barrier distribution, 18 hops thick and $12\times12$ sites in cross-section, repeated periodically sideways. Across ten samples its diffusivity is 3.8 times *larger* than with uniform mean barriers, with a standard deviation of 0.3. The value is good to about one digit: other samples and a $20\times20$ cross-section give 4.0 to 4.1, and it falls from about 4.5 at 9 hops to about 3.8 at 40 hops. It also depends on the connectivity: a two-dimensional square network of the same thickness gives only about 1.2. The same disorder slows separate 18-hop chains, taken side by side, by a factor of 27. At this thickness the sideways connections therefore raise the diffusivity by a factor of about $27\times3.8\approx100$, and turn a reduction into a gain. The factor $R$ should therefore not be applied to this film. Even if its ions were confined to separate one-dimensional paths straight across it, the steady zero-field flux through the whole area would be reduced by 27, not $R$. That number belongs to this observable only. The crossing time averaged over chains is linear in the $1/\Gamma_i$ and is still lengthened by $R$, because of the few very resistive chains, while the median chain is slowed by about 80. In a field with fixed face occupations the bonds near the entry face weigh most. The flux reduction then drops to about 7 at 0.25 MV/cm and below 1 at 1 MV/cm, where ions pile up before the high barriers and the dilute assumption needs checking.

Tunnelling is a smaller matter. The leading Wigner correction, $1+(h\nu/kT)^2/24$ with $\nu$ taken as the barrier frequency, raises each rate by 11%. It cancels in $R$ if that frequency is the same for all bonds.

## Variation A: drift in a field

*Apply a field $F=1$ MV/cm along the chain. Does the disorder reduce the drift velocity by the same factor?*

Let $f=qFa/kT$. With each saddle midway between its sites, the field lowers the forward barrier and raises the backward one by $qFa/2$. The rates become $\Gamma_ie^{\pm f/2}$. On a closed ring of $N$ sites holding one ion, the steady current is

$$J=\Gamma_i\left(p_ie^{f/2}-p_{i+1}e^{-f/2}\right).$$

Divide by $\Gamma_i$ and sum round the ring. Both $\sum p_i$ and $\sum p_{i+1}$ equal 1, so

$$J\sum_i\frac1{\Gamma_i}=e^{f/2}-e^{-f/2}=2\sinh\frac f2 .$$

The ion makes $NJ$ net forward hops per unit time, each of length $a$:

$$v=aNJ=\frac{2a\sinh(f/2)}{\langle1/\Gamma\rangle}.$$

The disorder enters through $\langle1/\Gamma\rangle$ alone, so in this model a long chain has the same $R$ at every field. For small $f$, $v\to af/\langle1/\Gamma\rangle=D\,qF/kT$, which is the Einstein relation.

Here $qFa=2\times0.028=0.056$ eV, so $f=2.17$. The velocity is $\sinh(f/2)/(f/2)=1.21$ times its linear-response value. For a length $L=Na$, the ratio of the diffusion time $L^2/2D$ to the drift time $L/v$ is $N\sinh(f/2)$, which is 23.5 for $N=18$. At this field the vacancies cross the film mainly by drift.

## Variation B: unequal site energies

*Let the sites have Gaussian energies $\varepsilon_i$ with zero mean and standard deviation 0.05 eV. The saddle energies $T_i$ keep the mean $\bar E$ and the spread $\sigma$. What changes?*

The rate out of site $i$ over saddle $i$ is now $\nu e^{-(T_i-\varepsilon_i)/kT}$. With $u_i=p_ie^{\varepsilon_i/kT}$ the bond current is

$$J=\nu e^{-T_i/kT}(u_i-u_{i+1}),$$

and summation as before gives $u_0-u_N=(J/\nu)\,N\langle e^{T/kT}\rangle$. Where $u$ varies slowly, the mean occupation is $\bar p=u\,\langle e^{-\varepsilon/kT}\rangle$. Replacing $u$ by $\bar p$ and comparing with $J=D\,(\bar p_0-\bar p_N)/(Na^2)$ yields

$$D=\frac{a^2\nu}{\langle e^{-\varepsilon/kT}\rangle\,\langle e^{T/kT}\rangle}.$$

The second average is the one already found. The first contributes a further reduction of $\exp[0.05^2/2(kT)^2]=6.5$, because ions spend most of their time in the deep sites. The total for a long chain is $1775\times6.49\approx1.2\times10^4$, relative to a chain with all sites at zero energy and all saddles at $\bar E$.

## Calculated quantities

```
temperature: 300 K
barrier standard deviation sigma: 0.10 eV
mean barrier (rough): 0.70 eV
site spacing (rough): 0.28 nm
attempt frequency (rough): 1.0e+13 Hz
vacancy charge: 2 e
film: 18 hops, thickness 5.04 nm
kT: 0.025852 eV
sigma/kT: 3.8682
exponent sigma^2/(2 kT^2): 7.4814
reduction R, formula: 1774.7
reduction R, quadrature: 1774.7
R for sigma = 0.09 eV: 428
R for sigma = 0.11 eV: 8540
hop rate over the mean barrier: 17.4 1/s
D, uniform mean barriers: 1.364e-14 cm2/s
D, long disordered chain: 7.686e-18 cm2/s
L^2/(2D) for film, uniform: 9.31 s
L^2/(2D) for film, long-chain D: 1.65e+04 s
dominant barrier: 1.0868 eV
activation energy at 300 K, finite difference: 1.0868 eV
fraction of barriers above the dominant one: 5.48e-05
early-time D over uniform D: 1774.7
12-barrier cell, D/(a^2 Gamma_mean), Bloch: 0.01284
12-barrier cell, D/(a^2 Gamma_mean), series: 0.01284
hops for 10% scatter of resistance: 3.15e+08
length of that chain: 8.8 cm
film chain, median reduction: 84
film chain, 10% quantile: 11.1
film chain, 90% quantile: 1109
film chains with reduction above R: 6.9 %
many film chains in parallel, reduction: 27.0
median reduction, 1000 hops: 666
median reduction, 100000 hops: 1420
reduction with barriers cut at 3 sigma: 343
3D network of film thickness, D over uniform D: 3.8
3D network, sample standard deviation: 0.3
site-energy spread tried: 0.05 eV
extra reduction from site energies: 6.49
field: 1.0 MV/cm
field energy per hop over kT, f: 2.166
velocity over linear-response velocity: 1.207
diffusion time over drift time, film: 23.5
reduction R at 400 K: 67.2
Wigner tunnelling factor on each rate: 1.107
fraction of barriers below 5 kT: 5.7e-09
```
